Apparent Thermionic Barrier of a Contact with Gaussian Local Barriers

**Form of the answer from symmetry and dimensions**

A metal contact on an n-type semiconductor has a barrier Φ that varies from place to place. Φ is an energy, measured from the metal Fermi level to the top of the local barrier. The fraction of the contact area with barrier between Φ and Φ + dΦ is P(Φ) dΦ, with P a Gaussian of mean Φ̄ and variance σ². Each patch carries a thermionic current density proportional to exp(−Φ/kT), with a prefactor common to all patches, and the patch currents add. The apparent barrier Φ_ap is that of a uniform contact which would carry the same total current:

exp(−Φ_ap/kT) = ⟨exp(−Φ/kT)⟩,

where ⟨…⟩ is the average over area. The common prefactor has cancelled, so Φ_ap depends on Φ̄, σ and kT alone.

Three properties of this definition nearly fix the answer. First, raising every barrier by the same energy Δ multiplies both sides by exp(−Δ/kT), so Φ_ap also rises by Δ. Hence

Φ_ap = Φ̄ − R,

where R depends on σ and kT but not on Φ̄.

Second, a Gaussian deviation of variance σ₁² + σ₂² can be written as the sum of two independent Gaussian deviations x₁ and x₂ with variances σ₁² and σ₂². The average of exp[−(x₁+x₂)/kT] then factors into two averages. Since R = kT ln⟨exp(−x/kT)⟩ is a logarithm, the two reductions add:

R(σ₁² + σ₂²) = R(σ₁²) + R(σ₂²).

A continuous function with this property is proportional to its argument, so R is proportional to σ².

Third, R is an energy, and the one energy left to combine with σ² is kT. Therefore

R = c σ²/(kT),

with c a pure number. Two derivations follow, and both give c = 1/2. They use the Gaussian shape in different ways.

**The current through one patch**

Let e > 0 be the magnitude of the electron charge, m the effective mass in the semiconductor, taken isotropic and equal in all patches, and V the applied voltage, positive in the forward direction. Tunnelling, image-force lowering, series and spreading resistance, and any limit set by drift and diffusion through the depletion layer are neglected. An electron at the barrier top with momentum p has energy Φ + p²/2m. For Φ much larger than kT its state has the Boltzmann occupation. With two spin states per cell (2πħ)³ of phase space, the current density carried by electrons leaving the metal is

J₀ = [2e/(2πħ)³] exp(−Φ/kT) ∫ d³p (p_z/m) exp(−p²/2mkT), with p_z > 0.

The integrals over p_x and p_y each give (2πmkT)^(1/2), together 2πmkT. The integral over p_z gives

∫₀^∞ dp_z (p_z/m) exp(−p_z²/2mkT) = kT.

The prefactor is therefore 2e·2πmkT·kT/(8π³ħ³) = m e (kT)²/(2π²ħ³), and

J₀ = A T² exp(−Φ/kT), A = m e k²/(2π²ħ³).

Forward bias raises the Fermi level of the semiconductor by eV above that of the metal. The flow from semiconductor to metal is then larger than J₀ by the factor exp(eV/kT), provided that Φ − eV is still much larger than kT. The net current density of the patch is

J(Φ) = A T² exp(−Φ/kT) [exp(eV/kT) − 1].

All patches share T and V, so the bracket is common to them and leaves the average, as the opening argument required. Φ̄ and σ are taken not to depend on V, so Φ_ap does not depend on it either. Adding the currents of patches as if each stood alone is justified when the patches are wide compared with the depletion layer. If a low-barrier patch is much narrower than that layer, the potential of its high-barrier neighbours spreads over it and can raise the barrier inside the semiconductor. Whether it does so depends also on how far the barrier of the patch lies below theirs.

**First derivation: completing the square**

Write β = 1/(kT). The average to be found is

⟨exp(−βΦ)⟩ = [1/(σ√(2π))] ∫ dΦ exp[−(Φ − Φ̄)²/(2σ²) − βΦ].

The integral runs over all Φ, including negative values; what that costs is examined below. With x = Φ − Φ̄ the exponent is

−x²/(2σ²) − βx − βΦ̄.

Expanding (x + βσ²)² = x² + 2βσ²x + β²σ⁴ and dividing by −2σ² gives

−(x + βσ²)²/(2σ²) = −x²/(2σ²) − βx − β²σ²/2.

The first two terms on the right are those wanted, and the third must be added back:

−x²/(2σ²) − βx − βΦ̄ = −(x + βσ²)²/(2σ²) + β²σ²/2 − βΦ̄.

The remaining Gaussian in x has the original width and integrates to σ√(2π), which cancels the normalization. Thus

⟨exp(−βΦ)⟩ = exp(−βΦ̄ + β²σ²/2).

Taking −(1/β) times the logarithm,

Φ_ap = Φ̄ − βσ²/2 = Φ̄ − σ²/(2kT).

For barriers quoted as potentials, Φ = eφ and σ = eσ_φ. Division by e gives a reduction eσ_φ²/(2kT).

The shifted square also shows where the current flows. The share of the current carried by barriers near Φ is proportional to P(Φ) exp(−βΦ), which is a Gaussian of unchanged width σ centred at

Φ* = Φ̄ − σ²/(kT).

The typical current-carrying barrier thus lies below the mean by twice the reduction in Φ_ap. The two energies differ because Φ_ap also accounts for how little area has such low barriers. By symmetry about Φ*, half the current passes through patches with Φ < Φ*. These occupy the area fraction

N((Φ* − Φ̄)/σ) = N(−σ/kT),

where N is the cumulative normal distribution function.

**Second derivation: following the current-weighted variance**

Keep P fixed and let b be a mathematical parameter that runs from 0 to β. For the deviation x = Φ − Φ̄ define

K(b) = ln⟨exp(−bx)⟩, so that Φ_ap = Φ̄ − K(β)/β.

Denote by ⟨…⟩_b the average with weight P exp(−bx), normalized to one. Differentiating once,

K′(b) = −⟨x exp(−bx)⟩/⟨exp(−bx)⟩ = −⟨x⟩_b.

Differentiating the quotient again gives

K″(b) = ⟨x²⟩_b − ⟨x⟩_b² = v(b),

the variance of the weighted distribution. At b = 0 the weight is P itself, so K(0) = ln 1 = 0 and K′(0) = −⟨x⟩ = 0. Two integrations from zero, with the order of integration exchanged in the second, give

K(β) = ∫₀^β db (β − b) v(b).

The apparent barrier is therefore

Φ_ap = Φ̄ − (1/β) ∫₀^β db (β − b) v(b).

So far P has been any distribution for which these averages exist. The Gaussian enters through its derivative, dP/dx = −xP/σ², or xP = −σ² dP/dx. Integration by parts, with vanishing end terms, gives

∫ dx x P exp(−bx) = −σ² ∫ dx (dP/dx) exp(−bx) = −bσ² ∫ dx P exp(−bx).

The sign in the last step is the product of three: the prefactor −σ², the minus sign of integration by parts, and the −b from differentiating the exponential. Dividing by the last integral gives ⟨x⟩_b = −bσ². Then K′(b) = bσ² and v(b) = K″(b) = σ², independent of b. The weight moves the Gaussian without narrowing it, and

K(β) = σ² ∫₀^β db (β − b) = σ²(β² − β²/2) = β²σ²/2.

Hence Φ_ap = Φ̄ − βσ²/2, as before. The factor 1/2 arises because the centre of the weighted distribution moves down in proportion to b, and the reduction R = K(β)/β is the average of this displacement over b, which is half its final value.

**What each derivation assumes**

Both need the same physics: the thermionic law in every patch, a common temperature and bias, and additive currents. They differ in what they ask of the distribution.

The first derivation uses the complete Gaussian density at the single temperature of interest. It does not matter whether P is the same at other temperatures. It yields the current-carrying distribution at once, but it says nothing about other shapes.

The second derivation separates a general relation from the Gaussian property. The relation between Φ_ap and v(b) holds for every P with the required averages, and the Gaussian result follows from v(b) = σ². Although b plays the part of an inverse temperature, no measurement at other temperatures is implied, since P is held fixed while b varies. If P really is independent of temperature, b can be identified with 1/(kT) in an experiment, and the slope of a Richardson plot is K′(β) − Φ̄.

The second route also shows what survives without a Gaussian. When σ is much smaller than kT, and the higher moments are correspondingly small, v(b) stays near v(0) = σ² over the whole range of integration. The reduction σ²/(2kT) is then the leading term. Otherwise the shape matters. Take a uniform distribution on −a < x < a. Its variance is a²/3, so a = √3 σ. Here

⟨exp(−bx)⟩ = (1/2a) ∫ dx exp(−bx) = sinh(ab)/(ab),

and differentiating the logarithm twice,

v(b) = 1/b² − a²/sinh²(ab).

This tends to a²/3 for small ab but falls as 1/b² for large ab, because the weight collects at the lower edge, where the distribution ends. The reduction is

R_uniform = kT ln[sinh(a/kT)/(a/kT)].

With ln(sinh y/y) = y²/6 − y⁴/180 + … and y² = 3σ²/(kT)², this becomes

R_uniform = [σ²/(2kT)] [1 − σ²/(10(kT)²) + …],

which agrees with the Gaussian result in leading order and then falls below it.

**Richardson plot**

Divide the measured current density by exp(eV/kT) − 1 to obtain J_s. For a Gaussian independent of temperature,

ln(J_s/T²) = ln A − βΦ̄ + β²σ²/2.

Plotted against β this is a parabola, with slope

d ln(J_s/T²)/dβ = −Φ̄ + βσ² = −Φ*.

The local activation energy is thus Φ*, not Φ_ap. The tangent at β, extended to β = 0, has the intercept

ln A − βΦ̄ + β²σ²/2 + βΦ* = ln A − β²σ²/2,

because βΦ* = βΦ̄ − β²σ². Its exponential is a false Richardson constant, too small by the factor exp[−σ²/(2(kT)²)].

If A is known, Φ_ap can be found separately at each temperature. If Φ̄ and σ are the same at two temperatures T_a and T_b, the two values of Φ_ap determine both parameters. With X = 1/(2kT),

σ² = [Φ_ap(T_b) − Φ_ap(T_a)]/(X_a − X_b), Φ̄ = Φ_ap(T_a) + σ²X_a.

**Worked example**

Take a model contact with Φ̄ = 0.80 eV, σ = 70 meV and m equal to 0.30 electron masses, for which A = 36.05 A cm⁻² K⁻². At 300 K, kT = 25.852 meV, and the reduction is

σ²/(2kT) = (70.0 meV)²/(2 × 25.852 meV) = 94.8 meV = 1.52 × 10⁻²⁰ J.

The apparent barrier is 0.800 − 0.095 = 0.705 eV, while the current-carrying barriers are centred at Φ* = 0.800 − 0.190 = 0.610 eV. Direct numerical integration of the patch currents reproduces Φ_ap at five temperatures. It rises from 0.658 eV at 200 K to 0.729 eV at 400 K, although no local barrier changes. Cooling gives more weight to the lowest barriers.

At a forward bias of 0.10 V, a uniform contact with the mean barrier would carry 5.53 × 10⁻⁶ A/cm². The spread multiplies this by exp(94.77/25.852) = exp(3.666) = 39.1, giving 2.16 × 10⁻⁴ A/cm². With σ/kT = 2.708, half of this current passes through the 0.34 percent of the area that has the lowest barriers.

The Richardson tangent at 300 K gives an activation energy of 0.610 eV and a constant of 0.92 A cm⁻² K⁻², which is 0.026 of the true A. In this model so small a constant reflects the spread of barriers, since every patch has the full A and no local barrier depends on temperature.

The inverse procedure can be followed with the apparent barriers 0.6863 eV at 250 K and 0.7188 eV at 350 K. There kT is 21.543 and 30.161 meV, so X is 23.21 and 16.58 eV⁻¹. Then

σ² = 0.0325/(23.21 − 16.58) = 0.00490 eV², σ = 0.070 eV,

Φ̄ = 0.6863 + 0.00490 × 23.21 = 0.800 eV.

The result is sensitive to any drift of the barriers themselves. If Φ̄ fell by 0.2 meV per kelvin, the difference between the two apparent barriers would be 12.5 meV instead of 32.5 meV, and the same procedure would return σ = 43 meV.

A uniform distribution with the same mean and variance has a = 121 meV. At 300 K its reduction is 63.4 meV instead of 94.8 meV. Once σ exceeds kT, the variance no longer fixes the apparent barrier unless the shape is known to be close to Gaussian down to the current-carrying barriers.

**The lower tail and the width of patches**

The formula makes Φ_ap fall without limit as T → 0, which no contact can do. The full Gaussian contains very low and even negative barriers, for which the patch law fails. Let ξ be the height of the bulk conduction-band edge above the bulk Fermi level. Under bias this edge lies ξ + eV above the metal Fermi level, so a patch with

Φ < Φ_c = ξ + eV

has no depletion barrier left. The bulk then limits its supply of electrons. In the thermionic picture its net current density cannot exceed A T² exp(−ξ/kT)[1 − exp(−eV/kT)], which is the patch law evaluated at Φ = Φ_c. For Φ < Φ_c the patch law gives more than this. The true current of such patches therefore lies between zero and the ideal value, and the error they cause, relative to the total ideal current, is at most their ideal share. From the current-weighted Gaussian, this share is

N((Φ_c − Φ*)/σ).

To find ξ, let the donors be fully ionized with density N_d = 10¹⁷ cm⁻³. This is an idealization: a hydrogenic donor with this mass and ε = 10 is 41 meV deep and only about 84 percent ionized at 300 K and 63 percent at 200 K, which raises ξ by 5 to 8 meV and the shares found below by a factor of 1.5 to 2. The same momentum integrals as before, now without the velocity, give N_d = N_c exp(−ξ/kT) with

N_c = 2(2πmkT)^(3/2)/(2πħ)³ = 2[mkT/(2πħ²)]^(3/2).

At 300 K, N_c = 4.12 × 10¹⁸ cm⁻³, so ξ = 25.852 meV × ln 41.2 = 96 meV and Φ_c = 0.196 eV. This is 5.9σ below Φ*, and the share is 1.6 × 10⁻⁹. At 200 K it is 1.2 × 10⁻⁷. These shares count only patches below Φ_c. Low patches above Φ_c also fall short of the patch law, mainly through the neglected spreading resistance. With r_s the spreading resistance times the patch area and J the mean current density, the relative loss is about e r_s J exp(σ²/(kT)²)/(kT). At 300 K, for patches 1 µm wide and mobilities from 1000 down to 100 cm²/(V s), this is 3 × 10⁻⁵ to 3 × 10⁻⁴. The tail is still harmless here. It ceases to be so at higher bias, or at temperatures low enough to bring Φ* within a few σ of Φ_c.

The patch width is compared with the depletion width W. In Gaussian units, with dielectric constant ε, the field in the depleted layer falls linearly from 4πeN_dW/ε at the metal to zero at depth W. The band bending ψ is e times the area under this triangle, so

ψ = 2πe²N_dW²/ε, W = [εψ/(2πe²N_d)]^(1/2).

At the mean barrier ψ = Φ̄ − ξ − eV = 0.800 − 0.096 − 0.100 = 0.604 eV, and ε = 10 gives W = 82 nm. Patches 1 µm wide are about twelve times wider, which supports treating them as independent. Corrections at their edges are not calculated here.

The same numbers show a limit of the example. Near the metal the electron energy falls with distance z at the rate 2ψ/W, and the image force adds −e²/(4εz). The maximum of −2ψz/W − e²/(4εz) lies at −[2ψe²/(εW)]^(1/2), which is 46 meV below the barrier without image force. This is about half the reduction caused by the spread, and it changes with bias. The currents and barriers quoted here are therefore those of the model. For a real contact with this doping, image-force lowering must be included and tunnelling near the barrier top must be examined.

**A finite number of patches**

The average over P presumes that the rare low barriers are well sampled. Let a diode have M patches of equal area with independent barriers, and let y = exp(−βx) for each. The first derivation, with β and then 2β, gives

⟨y⟩ = exp(β²σ²/2), ⟨y²⟩ = exp(2β²σ²).

The variance of y divided by ⟨y⟩² is exp(2β²σ² − β²σ²) − 1. Averaging over M independent patches divides it by M, so the rms scatter of the current between diodes, relative to the mean current, is

δ = {[exp(σ²/(kT)²) − 1]/M}^(1/2).

For M = 10⁶, δ is 0.039 at 300 K but 3.8 at 200 K. In 61 randomly generated diodes the median current at 300 K is 0.998 of the law. At 200 K it is 0.86, and the median apparent barrier lies above the law by

−kT ln 0.862 = 17.235 meV × 0.149 = 2.6 meV.

With only 61 diodes the medians are uncertain by about 0.004 at 300 K and 0.03 at 200 K, and the shift by about 0.6 meV. This shift is small beside the reduction of 142 meV, even though δ is large. One reason is the logarithm in Φ_ap. Another is that δ is governed by ⟨y²⟩, whose weight P exp(−2βx) is centred 2σ²/(kT) below the mean. At 200 K that is 8.1σ. A deviation at least this large has a probability below exp(−8.1²/2), which is itself less than 10⁻¹⁴, and is not expected among the 6.1 × 10⁷ patches generated. The large δ thus describes exceptional diodes, whereas the apparent barrier of the typical diode stays within a few meV of the law at this temperature. On further cooling this ends once M N(−σ/kT) falls below one. At 150 K it is 0.03, so the patches below Φ*, which should carry half the current, are absent from most diodes. For this M the finite number of patches limits the law before the cutoff Φ_c does. The numerical output lists the values for both temperatures.

Calculated quantities

```
mean barrier = 0.800 eV
standard deviation sigma = 70.0 meV
effective mass = 0.30 electron masses
dielectric constant = 10.0
donor density = 1.0e+17 cm^-3
forward bias = 0.10 V
Richardson constant A = 36.05 A cm^-2 K^-2
T (K), kT (meV), phi_ap law (eV), phi_ap summed (eV), phi_star (eV)
200  17.235  0.6578  0.6578  0.5157
250  21.543  0.6863  0.6863  0.5726
300  25.852  0.7052  0.7052  0.6105
350  30.161  0.7188  0.7188  0.6375
400  34.469  0.7289  0.7289  0.6578
The following values are at 300 K unless another T is given
sigma/kT = 2.708
barrier reduction = 94.77 meV = 1.518e-20 J
current density, Gaussian contact = 2.161e-04 A/cm^2
current density, uniform contact at mean = 5.527e-06 A/cm^2
current enhancement = 39.09
area carrying half the current = 0.339 percent
Richardson activation energy = 0.6105 eV
false Richardson constant = 0.922 A cm^-2 K^-2
false/true Richardson constant = 0.0256
mean recovered from 250 and 350 K = 0.8000 eV
sigma recovered = 70.00 meV
reduction, uniform distribution = 63.37 meV
conduction-band density N_c = 4.123e+18 cm^-3
band bending at mean barrier = 0.6038 eV
depletion width = 81.7 nm
patch width = 1.0 micrometre
patches per diode = 1e+06
random diodes sampled = 61
200 K: xi = 0.0536 eV, cutoff barrier = 0.1536 eV
200 K: ideal current below cutoff, fraction = 1.16e-07
200 K: relative rms scatter = 3.8208
200 K: median current / law = 0.862
200 K: median phi_ap minus law = 2.56 meV
300 K: xi = 0.0962 eV, cutoff barrier = 0.1962 eV
300 K: ideal current below cutoff, fraction = 1.62e-09
300 K: relative rms scatter = 0.0391
300 K: median current / law = 0.998
300 K: median phi_ap minus law = 0.05 meV
```
